# How Fast Coble Creep Relaxes Oxide Stress, and Its Grain-Size Scaling: test program

```python
# Result under test: an equibiaxially stressed oxide scale relaxes by Coble creep with
#   tau = R d^3 / (C M),  R = kT/(omega delta D_b),  M = E/(1-nu),  6 <= C <= 8
# for cubic grains of edge d on a rigid substrate. omega is the oxide volume per
# rate-limiting ion, delta the boundary width, D_b the boundary diffusivity,
# E Young's modulus, nu Poisson's ratio. C is a number set by grain shape.
# All internal quantities are SI; printed units are stated.
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, e as charge
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def network_stress(edge, resistance, opening, n):
    """In-plane minus out-of-plane mean stress for rigid cubic grains.

    One octant: three quarter-faces joined along their edges, bilinear elements.
    Face opening rates are opening, opening, -2*opening.
    """
    node_id = {}
    rows, cols, vals = [], [], []
    load_nodes, load_vals = [], []
    mean_nodes = [[], [], []]
    local = np.array([[4, -1, -2, -1], [-1, 4, -1, -2],
                      [-2, -1, 4, -1], [-1, -2, -1, 4]]) / 6
    cell = edge / (2 * n)
    rates = [opening, opening, -2 * opening]
    for axis in range(3):
        b, c = [a for a in range(3) if a != axis]
        for i in range(n):
            for j in range(n):
                ids = []
                for di, dj in ((0, 0), (1, 0), (1, 1), (0, 1)):
                    point = [n, n, n]
                    point[b], point[c] = i + di, j + dj
                    ids.append(node_id.setdefault(tuple(point), len(node_id)))
                for p in range(4):
                    load_nodes.append(ids[p])
                    load_vals.append(resistance * rates[axis] * cell**2 / 4)
                    mean_nodes[axis].append(ids[p])
                    for q in range(4):
                        rows.append(ids[p])
                        cols.append(ids[q])
                        vals.append(local[p, q])
    size = len(node_id)
    matrix = coo_matrix((vals, (rows, cols)), shape=(size, size)).tocsc()
    load = np.bincount(load_nodes, weights=load_vals, minlength=size)
    stress = np.zeros(size)
    stress[1:] = spsolve(matrix[1:, 1:], load[1:])
    means = [stress[nodes].mean() for nodes in mean_nodes]
    return means[0] - means[2]


# Rough model inputs, in the regime of an alumina scale near 1100 C
T = 1373.0
E, nu = 350e9, 0.25
d, thickness = 500e-9, 3000e-9
width, D_b = 1e-9, 1e-18
omega = 0.014e-27
sigma0 = 300e6
D_lattice = 1e-24
growth_rate = 1e-9
activation = 4.5 * charge
cation_ratio = 10.0
M = E / (1 - nu)
R = k_B * T / (omega * width * D_b)

# Biaxial modulus from the full isotropic stiffness with free normal stress
lam = E * nu / ((1 + nu) * (1 - 2 * nu))
mu = E / (2 * (1 + nu))
e_normal = np.linalg.solve([[lam + 2 * mu]], [-2 * lam])[0]
M_hooke = 2 * (lam + mu) + lam * e_normal
assert abs(M_hooke / M - 1) < 1e-12

# Coupled stoichiometric ion transport, scaled units: two cations, three anions
# unknowns: formula-unit flux, cation and anion electrochemical driving forces
D_cat, D_an, formula_volume = cation_ratio, 1.0, 3.0
coupled = np.array([[2.0, -2 * D_cat / formula_volume, 0],
                    [3.0, 0, -3 * D_an / formula_volume],
                    [0, 2.0, 3.0]])
unit_flux = np.linalg.solve(coupled, [0, 0, formula_volume])[0]
volume_flux = formula_volume * unit_flux
ionic_formula = formula_volume / (2 / D_cat + 3 / D_an)
assert abs(volume_flux / ionic_formula - 1) < 1e-12
one_slow_ion = formula_volume * D_an / 3
cation_slowdown = one_slow_ion / volume_flux - 1

# Rigorous bounds for unit edge, unit resistance and openings (1, 1, -2)
x, y, z = sp.symbols("x y z", real=True)
half = sp.Rational(1, 2)
axes = (x, y, z)
openings = (1, 1, -2)


def face_integral(expression, axis):
    b, c = [s for s in axes if s != axis]
    return sp.integrate(expression.subs(axis, half), (b, -half, half), (c, -half, half))


potential = x**2 + y**2 - 2 * z**2
work = sum(v * face_integral(potential, a) for v, a in zip(openings, axes))
gradient = sum(face_integral(sum(sp.diff(potential, s)**2 for s in axes if s != a), a)
               for a in axes)
C_upper = float(2 * gradient / work**2)
flux = {x: {y: sp.Integer(0), z: -z}, y: {x: sp.Integer(0), z: -z}, z: {x: x, y: y}}
for v, a in zip(openings, axes):
    assert -sum(sp.diff(component, s) for s, component in flux[a].items()) == v
for a, b in ((x, y), (x, z), (y, z)):
    assert flux[a][b].subs(b, half) + flux[b][a].subs(a, half) == 0
loss = sum(face_integral(sum(f**2 for f in flux[a].values()), a) for a in axes)
C_lower = float(2 / loss)
assert abs(C_lower - 6) < 1e-12 and abs(C_upper - 8) < 1e-12

# Shape number from the connected boundary network
C_coarse = 1 / network_stress(1.0, 1.0, 1.0, 20)
C = 1 / network_stress(1.0, 1.0, 1.0, 40)
assert C_lower < C < C_upper
assert abs(C_coarse / C - 1) < 0.005  # remaining mesh error
tau = R * d**3 / (C * M)

# Grain-size exponent from separate solutions in physical lengths
sizes = np.array([100, 200, 500, 1000, 2000]) * 1e-9
trial_opening = 1e-15
tau_network = []
for size in sizes:
    stress = network_stress(size, R, trial_opening, 12)
    creep_per_stress = trial_opening / size / stress
    tau_network.append(1 / (M * creep_per_stress))
exponent = np.polyfit(np.log(sizes), np.log(tau_network), 1)[0]
assert abs(exponent - 3) < 1e-6
tau_table = R * sizes**3 / (C * M)
assert np.max(abs(np.array(tau_network) / tau_table - 1)) < 0.01  # coarser mesh

# Time integration using the creep rate found by the network
network_rate = 1 / tau_network[2]
decay = solve_ivp(lambda t, s: -network_rate * s, (0, tau), [sigma0],
                  rtol=1e-9, atol=1e-3)
assert abs(decay.y[0, -1] / (sigma0 * np.exp(-1)) - 1) < 0.01

# Elastic surface compliance from a biharmonic stress function, unit pressure
q, depth, xs = sp.symbols("q depth xs", positive=True)
airy = -(1 + q * depth) * sp.exp(-q * depth) * sp.cos(q * xs) / q**2
biharmonic = (sp.diff(airy, xs, 4) + 2 * sp.diff(airy, xs, 2, depth, 2)
              + sp.diff(airy, depth, 4))
assert sp.simplify(biharmonic) == 0
s_normal = sp.diff(airy, xs, 2).subs(xs, 0)
s_lateral = sp.diff(airy, depth, 2).subs(xs, 0)
nu_s = sp.Rational(1, 4)
strain = (1 + nu_s) * ((1 - nu_s) * s_normal - nu_s * s_lateral)
displacement = sp.integrate(sp.expand(strain), (depth, 0, sp.oo))
assert sp.simplify(displacement - 2 * (1 - nu_s**2) / q) == 0
wave = 2 * np.pi / d
redistribution_rate = wave**3 * E / (4 * (1 - nu**2) * R)
rate_ratio = redistribution_rate * tau

# Columnar grains: stress diffuses down the boundaries from the free surface
cells = 400
step = thickness / cells
diagonal = np.full(cells, 2.0)
diagonal[0] = 3.0   # zero stress at the surface, half a cell away
diagonal[-1] = 1.0  # sealed interface
scaled_eigenvalue = eigh_tridiagonal(diagonal, -np.ones(cells - 1),
                                     eigvals_only=True, select="i",
                                     select_range=(0, 0))[0]
tau_column_numeric = R * d * step**2 / (M * scaled_eigenvalue)
tau_column = 4 * R * d * thickness**2 / (np.pi**2 * M)
assert abs(tau_column_numeric / tau_column - 1) < 1e-4

# Continuing growth strain leaves a steady stress
steady_stress = M * growth_rate * tau
growth = solve_ivp(lambda t, s: M * growth_rate - s / tau, (0, 20 * tau), [sigma0],
                   rtol=1e-9, atol=1.0)
assert abs(growth.y[0, -1] / steady_stress - 1) < 1e-4

# Ten percent grain growth during one initial relaxation time, d^3 linear in time
volume_gain = 1.1**3 - 1
fraction_growing = (1 + volume_gain)**(-1 / volume_gain)
coarsening = solve_ivp(lambda t, s: -s / (1 + volume_gain * t), (0, 1), [1.0],
                       rtol=1e-9, atol=1e-11)
assert abs(coarsening.y[0, -1] / fraction_growing - 1) < 1e-6

# Sizes of the remaining neglected effects
drive = sigma0 * omega / (k_B * T)
nonlinear_change = (1 - np.exp(-drive)) / drive - 1
lattice_ratio = D_lattice * d / (width * D_b)
T_cool = T - 50
cool_factor = T_cool / T * np.exp(activation / k_B * (1 / T_cool - 1 / T))
stress_day = sigma0 * np.exp(-24 * 3600 / tau)

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {k_B*T/charge:.4f} eV")
print(f"Young's modulus: {E/1e9:.0f} GPa")
print(f"Poisson's ratio: {nu:.2f}")
print(f"Biaxial modulus: {M/1e9:.1f} GPa")
print(f"Grain edge: {d*1e9:.0f} nm")
print(f"Scale thickness: {thickness*1e9:.0f} nm")
print(f"Boundary width: {width*1e9:.1f} nm")
print(f"Boundary diffusivity: {D_b*1e4:.1e} cm2/s")
print(f"Oxide volume per oxygen ion: {omega*1e27:.3f} nm3")
print(f"Initial stress magnitude: {sigma0/1e6:.0f} MPa")
print(f"Boundary resistance R: {R:.4e} Pa s/m3")
print(f"Lower bound on C: {C_lower:.3f}")
print(f"Upper bound on C: {C_upper:.3f}")
print(f"C from coarse mesh: {C_coarse:.4f}")
print(f"C from fine mesh: {C:.4f}")
print(f"Relaxation time tau: {tau:.3e} s")
print(f"Relaxation time tau: {tau/3600:.2f} h")
print(f"Tau with C upper bound: {tau*C/C_upper/3600:.2f} h")
print(f"Tau with C lower bound: {tau*C/C_lower/3600:.2f} h")
print(f"Stress magnitude after 24 h: {stress_day/1e6:.1f} MPa")
print(f"Time to one tenth of initial stress: {tau*np.log(10)/3600:.1f} h")
print(f"Grain-size exponent from network: {exponent:.6f}")
for size, time in zip(sizes, tau_table):
    print(f"Tau for grain edge {size*1e9:.0f} nm: {time/3600:.4g} h")
print(f"Assumed cation/oxygen diffusivity ratio: {cation_ratio:.0f}")
print(f"Increase of tau from finite cation mobility: {100*cation_slowdown:.1f} %")
print(f"Lattice diffusivity: {D_lattice*1e4:.1e} cm2/s")
print(f"Lattice/boundary transport scale ratio: {lattice_ratio:.1e}")
print(f"Stress work per ion / kT: {drive:.3f}")
print(f"Nonlinear rate change in compression: {100*nonlinear_change:.1f} %")
print(f"Elastic redistribution / relaxation rate: {rate_ratio:.2f}")
print(f"Assumed growth strain rate: {growth_rate:.1e} 1/s")
print(f"Steady stress magnitude from growth: {steady_stress/1e6:.1f} MPa")
print(f"Stress fraction at tau, constant grains: {np.exp(-1):.3f}")
print(f"Stress fraction at tau, 10 % grain growth: {fraction_growing:.3f}")
print(f"Columnar-grain relaxation time: {tau_column/3600:.0f} h")
print(f"Columnar/equiaxed time ratio: {tau_column/tau:.1f}")
print(f"Grain layers through thickness: {thickness/d:.1f}")
print(f"Fraction of layers at the two ends: {2*d/thickness:.3f}")
print(f"Assumed activation energy: {activation/charge:.2f} eV")
print(f"Factor in tau for 50 K cooler scale: {cool_factor:.2f}")
print("checks complete")
```

Output:

```
Temperature: 1373 K
Thermal energy kT: 0.1183 eV
Young's modulus: 350 GPa
Poisson's ratio: 0.25
Biaxial modulus: 466.7 GPa
Grain edge: 500 nm
Scale thickness: 3000 nm
Boundary width: 1.0 nm
Boundary diffusivity: 1.0e-14 cm2/s
Oxide volume per oxygen ion: 0.014 nm3
Initial stress magnitude: 300 MPa
Boundary resistance R: 1.3540e+36 Pa s/m3
Lower bound on C: 6.000
Upper bound on C: 8.000
C from coarse mesh: 6.2968
C from fine mesh: 6.2932
Relaxation time tau: 5.763e+04 s
Relaxation time tau: 16.01 h
Tau with C upper bound: 12.59 h
Tau with C lower bound: 16.79 h
Stress magnitude after 24 h: 67.0 MPa
Time to one tenth of initial stress: 36.9 h
Grain-size exponent from network: 3.000000
Tau for grain edge 100 nm: 0.1281 h
Tau for grain edge 200 nm: 1.025 h
Tau for grain edge 500 nm: 16.01 h
Tau for grain edge 1000 nm: 128.1 h
Tau for grain edge 2000 nm: 1025 h
Assumed cation/oxygen diffusivity ratio: 10
Increase of tau from finite cation mobility: 6.7 %
Lattice diffusivity: 1.0e-20 cm2/s
Lattice/boundary transport scale ratio: 5.0e-04
Stress work per ion / kT: 0.222
Nonlinear rate change in compression: -10.3 %
Elastic redistribution / relaxation rate: 7.88
Assumed growth strain rate: 1.0e-09 1/s
Steady stress magnitude from growth: 26.9 MPa
Stress fraction at tau, constant grains: 0.368
Stress fraction at tau, 10 % grain growth: 0.422
Columnar-grain relaxation time: 1470 h
Columnar/equiaxed time ratio: 91.8
Grain layers through thickness: 6.0
Fraction of layers at the two ends: 0.333
Assumed activation energy: 4.50 eV
Factor in tau for 50 K cooler scale: 4.06
checks complete
```
